# Extracting biquadratic spin coupling from collinear and constrained 90-degree energies

## Question

Two magnetic sites carry classical spins with directions given by unit vectors $\mathbf e_1$ and $\mathbf e_2$, at an angle $\theta$ to each other. For each fixed pair of directions, the electrons are in their state of lowest energy. Spin-orbit coupling is left out at first, so the energy depends on $\theta$ alone, and it is modelled by

$$E(\theta)=E_0-J\cos\theta-B\cos^2\theta .$$

The constants $E_0$, $J$ (bilinear coupling) and $B$ (biquadratic coupling) are all unknown. With these signs $J>0$ favours parallel spins, $B>0$ favours collinear spins of either sense, and $B<0$ favours perpendicular spins. Write $E_P=E(0)$, $E_{AP}=E(\pi)$ and $x=\cos\theta$.

The parts are answered in turn. The numerical values are those of the numerical output printed after the text.

## Part (a)

*Show that $E_P$ and $E_{AP}$ cannot determine $B$, and say what they do determine.*

**Answer.** Since $\cos 0=1$, $\cos\pi=-1$ and both squares equal 1,

$$E_P=E_0-J-B,\qquad E_{AP}=E_0+J-B .$$

Subtracting and adding these gives

$$J=\frac{E_{AP}-E_P}{2},\qquad E_0-B=\frac{E_P+E_{AP}}{2}.$$

Thus $J$ is fixed, but only the difference $E_0-B$ is known. To see that no cleverer use of the data can help, replace $E_0$ by $E_0+a$ and $B$ by $B+a$, with any real $a$. The energy changes by

$$a-a\cos^2\theta=a\sin^2\theta ,$$

which vanishes at $0$ and at $\pi$. Every value of $B$ is therefore compatible with the same two energies.

The reason is geometrical: $(\mathbf e_1\cdot\mathbf e_2)^2=1$ in both collinear states, so the biquadratic term acts there as a constant. The conclusion would fail if $E_0$ were known from elsewhere. It is the energy of this same pair at $90^\circ$, not the energy of two separated sites.

## Part (b)

*Does the missing number matter for the ground state? Find the condition for a canted minimum, and its angle and energy.*

**Answer.** As a function of $x$ on $-1\le x\le1$, the energy is $E_0-Jx-Bx^2$, with second derivative $-2B$.

If $B\ge0$, the curve is concave or straight, and a lowest value is found at an end of the interval, that is, in a collinear state. If $B<0$, the curve is convex. Its slope $-J-2Bx$ vanishes at

$$x^*=-\frac{J}{2B},$$

which lies inside the interval when $|J|<2|B|$. The spins are then canted. Substitution gives

$$E(x^*)=E_0+\frac{J^2}{2B}-\frac{J^2}{4B}=E_0+\frac{J^2}{4B}.$$

If $B<0$ but $|J|\ge2|B|$, the slope does not change sign inside the interval and the minimum is again collinear. Two energies that leave $B$ free thus leave open whether the ground state is collinear or canted.

## Part (c)

*One further energy is calculated at an angle $\theta$ other than $0$ or $\pi$. Derive $B$ from the three energies. Which angle is best if the energies carry independent errors of equal standard deviation $s$? Why must the directions be constrained?*

**Answer.** Draw the straight line in $x$ through the two collinear energies:

$$L(x)=\frac{(1+x)E_P+(1-x)E_{AP}}{2}
=\frac{E_P+E_{AP}}2-x\,\frac{E_{AP}-E_P}2=E_0-B-Jx .$$

Subtracting it from $E=E_0-Jx-Bx^2$ leaves $B(1-x^2)$, so

$$B=\frac{E(\theta)-L(x)}{1-x^2}.$$

At $90^\circ$, where $x=0$, this becomes

$$\boxed{B=E(90^\circ)-\frac{E_P+E_{AP}}{2}},\qquad E_0=E(90^\circ).$$

The three energies enter the numerator with weights $1$, $-(1+x)/2$ and $-(1-x)/2$. Independent errors add in squares, and $(1+x)^2/4+(1-x)^2/4=(1+x^2)/2$. The standard deviation of $B$ is therefore

$$s_B=s\,\frac{\sqrt{1+(1+x^2)/2}}{1-x^2}.$$

The numerator grows and the denominator falls as $x^2$ grows, so $90^\circ$ is best. There $s_B=1.22\,s$, against $5.48\,s$ for a third angle of $30^\circ$.

The constraint is needed because

$$\frac{dE}{d\theta}=\sin\theta\,(J+2B\cos\theta)$$

equals $J$ at $90^\circ$. Unless $J=0$, the state is not stationary, and free spins would turn away from it. The constraint supplies the opposing torque. Its own energy is not part of $E(\theta)$.

## Part (d)

*Test the procedure on a model whose energy is known at every angle. Two electrons occupy two sites with one orbital each. The hopping is $t$, and on site $i$ the electron spin feels $-b\,\mathbf e_i\cdot\boldsymbol\sigma$, with $b>t>0$. There is no electron repulsion. Derive $E(\theta)$, and from it $J$, $B$, the sign of $B$, and the limit $t\ll b$.*

**Answer.** Take $\mathbf e_1$ along $z$ and $\mathbf e_2=(\sin\theta,0,\cos\theta)$. The rotation

$$R=\cos\tfrac\theta2-i\sigma_y\sin\tfrac\theta2$$

turns the spin axis on site 2 into $\mathbf e_2$, since $\mathbf e_2\cdot\boldsymbol\sigma=R\sigma_zR^\dagger$. In these local frames both exchange terms become $-b\sigma_z$, and the hopping becomes $-t(|1\rangle\langle2|R+|2\rangle\langle1|R^\dagger)$.

Let $\tau$ be Pauli matrices acting on the site index, so that $|1\rangle\langle2|+|2\rangle\langle1|=\tau_x$ and $|1\rangle\langle2|-|2\rangle\langle1|=i\tau_y$. Because $(-i\sigma_y)(i\tau_y)=\tau_y\sigma_y$,

$$H=-b\sigma_z-t\cos\tfrac\theta2\,\tau_x-t\sin\tfrac\theta2\,\tau_y\sigma_y .$$

The third term anticommutes with each of the first two, so its cross terms cancel in the square. The first two commute. With $A=b^2+t^2$,

$$H^2=A+2bt\cos\tfrac\theta2\,Q,\qquad Q=\sigma_z\tau_x,\quad Q^2=1 .$$

$Q$ commutes with $H$. Both $H$ and $HQ$ have zero trace, so each of the two-dimensional sectors $Q=\pm1$ has one level of each sign. The levels are $\pm\varepsilon_+$ and $\pm\varepsilon_-$, with

$$\varepsilon_\pm=\sqrt{A\pm2bt\cos(\theta/2)} .$$

The two electrons fill the negative levels, and $E=-(\varepsilon_++\varepsilon_-)$. Squaring the sum and using $4\cos^2(\theta/2)=2(1+x)$ gives

$$E(\theta)=-\sqrt{2A+2\sqrt{A^2-2b^2t^2(1+x)}} .$$

At $x=1$ the inner root is $b^2-t^2$, so $E_P=-2b$. At $x=-1$ it is $A$, so $E_{AP}=-2\sqrt A$. Parts (a) and (c) then give

$$J=b-\sqrt A,$$

$$B=b+\sqrt A-\sqrt{2A+2\sqrt{A^2-2b^2t^2}} .$$

**Sign of $B$.** The inner root is a concave function of $x$, and an increasing concave function of a concave function is concave. The outer root is therefore concave and $E$, with its minus sign, is convex. The curvature is strict, so $E(90^\circ)$ lies below the mean of the collinear energies. Hence $B<0$ in this model, in which $\mathbf e_i$ is the direction of the exchange field on site $i$. In a noncollinear state this is not the direction of the electron moment; part (e) gives the size of the difference.

**Weak hopping.** Put $r=t/b$. To order $r^4$, the inner root divided by $b^2$ is

$$\sqrt{1-2r^2x+r^4}\simeq1-r^2x+\tfrac12r^4(1-x^2).$$

It follows that

$$\frac{E^2}{b^2}\simeq4+2r^2(1-x)+r^4(1-x^2).$$

Taking the negative root, with $2\sqrt{1+u}\simeq2+u-u^2/4$,

$$\frac Eb\simeq-2-\frac{r^2}{2}(1-x)-r^4\left[\frac{1-x^2}{4}-\frac{(1-x)^2}{16}\right].$$

The coefficient of $x$ at order $r^2$ is $+\frac12$. The coefficient of $x^2$ at order $r^4$ is $\frac14+\frac1{16}=\frac5{16}$. Since these are $-J/b$ and $-B/b$,

$$J\simeq-\frac{t^2}{2b},\qquad B\simeq-\frac{5t^4}{16b^3}.$$

The bilinear coupling appears at second order in hopping and the biquadratic one at fourth order, so $|B|/|J|$ falls as $(t/b)^2$.

## Part (e)

*Evaluate the model for $b=1.00$ eV and $t=0.30$ eV. Compare with a rival set of constants that has the same collinear energies but $B'=-50$ meV. How good is the biquadratic form itself?*

**Answer.** The energies, in meV, are

$$E_P=-2000.000,\quad E_{AP}=-2088.061,\quad E(90^\circ)=-2046.481 .$$

Hence

$$J=\frac{-2088.061+2000.000}{2}=-44.03\ \text{meV},$$

$$B=-2046.481+2044.031=-2.45\ \text{meV}=-3.93\times10^{-22}\ \text{J}.$$

The weak-hopping formulas give $-45.0$ and $-2.53$ meV, larger in magnitude by about 2% and 3% of the respective full values. As $|J|/(2|B|)=8.99$ exceeds 1, part (b) predicts a collinear ground state, and the directly calculated energies are indeed lowest at $180^\circ$.

**The rival.** Keeping $E_0-B$ fixed requires

$$E_0'=-2046.481+(-50+2.450)=-2094.031\ \text{meV}.$$

Now $|J|<2|B'|$. The predicted angle has $\cos\theta=-44.03/100=-0.440$, or $116.1^\circ$, with energy

$$-2094.031-\frac{44.031^2}{200}\simeq-2103.7\ \text{meV}.$$

This is 15.7 meV below $E_{AP}$. The collinear energies do not distinguish this false canted state from the true antiparallel one. The energy at $90^\circ$ does, by a margin of 47.6 meV.

**Higher powers.** The model energy also contains higher powers of $x$. Write it as a constant minus $\sum_n k_nx^n$. In meV, the first coefficients are

$$k_1=-43.801,\quad k_2=-2.424,\quad k_3=-0.226,\quad k_4=-0.026 .$$

The collinear difference gives the sum of all odd coefficients, and the $90^\circ$ formula gives the sum of all even ones. The extracted $B=-2.450$ meV thus differs from $k_2$ by about 1%.

The torque isolates $k_1$, because $dE/d\theta=\sin\theta\sum_n nk_nx^{n-1}$ reduces to $k_1$ at $90^\circ$. Calculated from the occupied states, it is $-43.801$ meV/rad. Its difference from $J$, 0.23 meV, reveals odd powers beyond the first without a fourth angle.

**Which direction is held.** The torque exists because each electron moment has a component $|k_1|/b\simeq0.044$ across its field $\mathbf e_i$. With the fields at $90^\circ$ the moments therefore stand at about $95^\circ$. A calculation that holds the electron moments themselves at $90^\circ$ must remove these components, which costs about $J^2/b\simeq1.9$ meV and costs nothing in the collinear states. The extracted $B$ is then only about $-0.5$ meV, and its weak-hopping limit is $-t^4/(16b^3)$ instead of $-5t^4/(16b^3)$. A value of $B$ has a meaning only together with the direction that was constrained.

At $60^\circ$ the three-energy form predicts $-2023.853$ meV and the direct value is $-2023.944$ meV. The largest misfit on a one-degree grid is 0.095 meV, about 4% of $|B|$.

## Part (f)

*Suppose the constraint is soft: the calculation minimizes $E(\theta)+\lambda(\theta-\pi/2)^2$. Find the resulting error in $B$ for large $\lambda$, evaluate it for $\lambda=1$ eV/rad$^2$, and give a remedy.*

**Answer.** Let $\theta=\pi/2+\delta$, so that $\cos\theta=-\sin\delta\simeq-\delta$. To second order,

$$E\simeq E_0+J\delta-B\delta^2 .$$

Adding $\lambda\delta^2$ and setting the derivative to zero gives

$$\delta=-\frac{J}{2(\lambda-B)}\simeq-\frac{J}{2\lambda}\qquad(|B|\ll\lambda).$$

The physical energy is then wrong by $J\delta\simeq-J^2/(2\lambda)$, while the penalty energy is $\lambda\delta^2\simeq+J^2/(4\lambda)$. Retaining the penalty energy halves the error but does not remove it.

For $J=-44.03$ meV and $\lambda=1000$ meV/rad$^2$, the estimates are $\delta\simeq0.022$ rad and an energy error of $-0.97$ meV. Direct minimization gives $1.25^\circ$ and $-0.955$ meV. The slip is small, but it multiplies $J$, which is 18 times larger than $B$:

- Treating the angle as $90^\circ$ gives $B=-3.41$ meV, 39% too large in magnitude.
- Doing so with the penalty energy included gives $-2.93$ meV, 20% too large.
- Dropping the penalty energy and putting the angle actually reached into the general formula of part (c) gives $-2.445$ meV.

The last value differs from $-2.450$ meV because of the higher powers. A cubic term contributes $-k_3x^3$ to $E$ and $-k_3x$ to the line $L$. After division by $1-x^2$, its contribution to $B$ is $k_3x$. With $x\simeq-0.022$ this is $+0.005$ meV, the difference found.

A stiffer constraint also works: the error falls as $1/\lambda$. For a tolerated error $\eta$ in $B$, the penalty should satisfy $\lambda\gtrsim J^2/(2\eta)$ if the angle is not corrected.

## Part (g)

*The parameters are rough values for two 3d transition-metal ions bridged by oxygen. Judge the effect of electron repulsion, single-ion anisotropy, the quantum nature of the spins, and temperature.*

**Answer.** Such ion pairs occur in antiferromagnetic oxides. The exchange splitting $2b=2$ eV and the effective hopping of 0.3 eV are illustrative values; both depend on the ion and on the bond. The model has one orbital per ion and no explicit oxygen, so its couplings are not those of a particular oxide.

**Repulsion** is the most serious omission. Add an energy $U$ for two electrons on one site. In the antiparallel state either electron can hop virtually, at a cost $2b+U$, and each process lowers the energy by $t^2/(2b+U)$. In the parallel state the hop is blocked by the Pauli principle. To second order in $t$,

$$J\simeq-\frac{t^2}{2b+U}.$$

For a rough $U=4$ eV this is $-0.09/6$ eV, or $-15$ meV. Exact diagonalization of the two-electron problem, with $b$ and $t$ unchanged, gives $J=-15.0$ meV and $B=-0.21$ meV. Repulsion thus reduces $|J|$ by a factor of about 3 and $|B|$ by about 12. The extraction formula still applies, but the value $-2.45$ meV should not be carried over to a real oxide. Neither should its sign: if the electron moments are held instead of the fields, the shift $J^2/b\simeq0.23$ meV turns $-0.21$ meV into about $+0.02$ meV.

**Anisotropy** can imitate $B$. Add $K\sum_i[1-(\mathbf e_i\cdot\hat{\mathbf z})^2]$ with a rough $K=0.1$ meV per ion. If spin 1 stays on the easy axis $z$ and spin 2 turns, the added energy is $K\sin^2\theta$. This is the function that part (a) found to be invisible in the collinear states, and the apparent coupling is $B+K=-2.35$ meV. The shift is 4% of $|B|$ here, but about half of the value obtained with repulsion. If both spins lie in the plane normal to $z$ in all three calculations, the added energy is the constant $2K$ and $B$ is unchanged. This remedy assumes that the anisotropy is uniaxial and that spin-orbit coupling adds nothing else. If the bond has no inversion centre, a Dzyaloshinskii-Moriya term $D\,\hat{\mathbf z}\cdot(\mathbf e_1\times\mathbf e_2)=D\sin\theta$ can appear for in-plane spins. It vanishes in both collinear states and shifts the apparent $B$ by $D$: a $D$ of 1% of $|J|=44$ meV is already 0.44 meV. Averaging the energies at $+90^\circ$ and $-90^\circ$ cancels this term, but not the spin-orbit corrections of second order in $D/J$: if the hopping of the model rotates the spin about $z$ so that $|D|$ is 10% of $|J|$, the averaged $B$ still shifts by about 2%.

**Quantum spins** require a translation of the constant. Suppose the coupling is to be used in the operator $-B_q(\mathbf S_1\cdot\mathbf S_2)^2/S^4$. For a spin $S$ fully polarized along $z$,

$$\langle S_z^2\rangle=S^2,\quad\langle S_x^2\rangle=\langle S_y^2\rangle=\frac S2,\quad\langle S_xS_y\rangle=\frac{iS}2 .$$

For a general direction $\mathbf n$ this reads

$$\langle S_aS_b\rangle=S(S-\tfrac12)n_an_b+\tfrac S2\delta_{ab}+\tfrac{iS}{2}\sum_c\epsilon_{abc}n_c .$$

Multiplying the expressions for the two spins and summing over $a,b$ gives

$$\langle(\mathbf S_1\cdot\mathbf S_2)^2\rangle=S^2(S-\tfrac12)^2x^2-\tfrac{S^2}{2}x+\text{constant}.$$

The linear term comes from the product of the two antisymmetric parts. If the classical energy is identified with the expectation value of the operator in such a product of fully polarized states, comparison with $-Jx-Bx^2$ yields

$$B=\left(1-\frac1{2S}\right)^2B_q,\qquad J_{\text{extra}}=-\frac{B_q}{2S^2}.$$

For $S=2$ the first factor is 0.5625. The classical $B=-2.45$ meV then corresponds to $B_q=-4.36$ meV, and the operator also adds $+0.54$ meV to the bilinear coupling. For $S=\frac12$ the factor vanishes and the operator has no independent biquadratic effect.

**Temperature** has a negligible effect on the electronic occupations in this model. The gap $2\varepsilon_-$ is smallest for parallel spins, where it is $2(b-t)=1.4$ eV. At 300 K, $k_BT=25.9$ meV. With a reservoir whose chemical potential lies at mid-gap, the occupation of the level above the gap is about $10^{-12}$. With the electron number fixed at two it is $e^{-1.4\,\text{eV}/k_BT}\simeq3\times10^{-24}$. The spin directions are another matter: $|J|$ is less than twice $k_BT$ without repulsion and smaller than $k_BT$ with it, so in both cases an isolated pair would fluctuate strongly in angle. The energies calculated here are inputs to a thermal treatment of the spins, not a substitute for one.

## Numbers as computed

```
local exchange b: 1.00 eV
hopping t: 0.30 eV
E parallel: -2000.000 meV
E antiparallel: -2088.061 meV
E at 90 degrees (= E0): -2046.481 meV
mean collinear energy (= E0 - B): -2044.031 meV
J from collinear energies: -44.031 meV
B from three energies: -2.450 meV
B in joules, times 1e22: -3.926 J
ratio |J|/(2|B|): 8.99 (no unit)
angle of lowest energy, direct: 180.0 deg
weak-hopping J: -45.000 meV
weak-hopping B: -2.531 meV
rank with two, three angles: 2 3
rival B, same collinear energies: -50.000 meV
rival E at 90 degrees: -2094.031 meV
rival canted angle: 116.1 deg
rival energy at canted angle: -2103.724 meV
error factor of B, third angle 90 deg: 1.225 (no unit)
error factor of B, third angle 30 deg: 5.477 (no unit)
torque dE/dtheta at 90 deg: -43.801 meV/rad
coefficient of -cos^1: -43.8009 meV
coefficient of -cos^2: -2.4239 meV
coefficient of -cos^3: -0.2264 meV
coefficient of -cos^4: -0.0258 meV
largest misfit of three-energy model: 0.0948 meV
E at 60 deg, direct: -2023.944 meV
E at 60 deg, three-energy model: -2023.853 meV
penalty strength: 1.00 eV/rad^2
angle error under penalty: 1.251 deg
energy error under penalty: -0.955 meV
B if angle error ignored: -3.406 meV
B if penalty energy also kept: -2.929 meV
B using the angle reached: -2.445 meV
rough on-site repulsion U: 4.0 eV
J with repulsion: -15.037 meV
B with repulsion: -0.2086 meV
rough anisotropy K per ion: 0.100 meV
B, one spin turned off easy axis: -2.350 meV
B, both spins normal to easy axis: -2.450 meV
spin length S for quantum estimate: 2.0 (no unit)
cos^2 factor of quantum operator: 0.5625 (no unit)
J from unit quantum biquadratic term: -0.1250 (no unit)
smallest electronic gap: 1.400 eV
temperature: 300 K
thermal energy kT: 25.85 meV
thermal occupation above gap: 1.7e-12 (no unit)
```
